# The Kramers-Heisenberg-Waller amplitude from Rayleigh to form-factor Thomson scattering: verification in Python

```python
"""Elastic photon scattering by hydrogen 1s: Kramers-Heisenberg-Waller amplitude.

Result under test (Hartree atomic units, fixed nucleus, no spin):
  M = e'.e F(q) + (two second-order p.A terms),  dsigma/dOmega = |M|^2 / c^4
  low frequency : M -> -omega^2 alpha(0) e'.e, hence sigma ~ omega^4
  high frequency: M -> e'.e F(q), the form-factor Thomson amplitude
Symbols: omega photon energy, k = omega/c, q momentum transfer, F form factor,
mu cosine of the scattering angle, alpha polarizability, f oscillator strength.
The p.A terms use the radial Coulomb resolvent, solved in a polynomial basis on
the contour r = s exp(i*angle), which selects outgoing waves.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import spherical_jn, genlaguerre, roots_laguerre, zeta, gammaln

c = 1 / const.fine_structure
bohr = const.physical_constants["Bohr radius"][0]
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
E_1S, E_2S = -0.5, -0.125

# Basis on 0 < x < 1, vanishing at both ends, with unit kinetic matrix
SIZE = 200
t, w = leg.leggauss(2 * SIZE)
x, w = (t + 1) / 2, w / 2
P = leg.legvander(t, SIZE + 1)
j = np.arange(1, SIZE + 1)
phi = (P[:, 2:] - P[:, :-2]) / np.sqrt(4 * (2 * j + 1))
overlap = phi.T @ (w[:, None] * phi)
inverse_x = phi.T @ ((w / x)[:, None] * phi)
inverse_x2 = phi.T @ ((w / x**2)[:, None] * phi)
ROTATION = np.exp(0.4j)


def resolvent(l, energy, left, right):
    """Radial element <left| 1/(energy + i0 - h_l) |right>, measure r^2 dr."""
    scale = (30 if abs(energy) > 0.5 else 100) * ROTATION
    r = scale * x
    matrix = (energy * scale * overlap + inverse_x
              - (np.eye(SIZE) + l * (l + 1) * inverse_x2) / (2 * scale))
    b_left = phi.T @ (w * scale * r * left(r))
    b_right = phi.T @ (w * scale * r * right(r))
    return b_left @ np.linalg.solve(matrix, b_right)


def R1(r): return 2 * np.exp(-r)
def dR1(r): return -2 * np.exp(-r)
def R2(r): return (1 - r / 2) * np.exp(-r / 2) / np.sqrt(2)
def dR2(r): return (r / 4 - 1) * np.exp(-r / 2) / np.sqrt(2)
def zR1(r): return r * R1(r)
def zR2(r): return r * R2(r)


def dipole_sum(final, initial, omega, omega_out):
    """Both time orderings for parallel polarizations, no retardation."""
    return (resolvent(1, E_1S + omega, final, initial)
            + resolvent(1, E_1S - omega_out, final, initial)) / 3


def polarizability(omega):
    return -dipole_sum(zR1, zR1, omega, omega)


def form_factor(q):
    return (1 + q**2 / 4) ** -2


def retarded_series(omega, l_max=14):
    """Legendre coefficients from which the retarded p.A terms follow."""
    k = omega / c
    coefficients = np.zeros(l_max + 1, complex)
    for l in range(1, l_max + 1):
        def source(r):
            return np.exp(-r) * spherical_jn(l, k * r) / (k * r)
        coefficients[l] = 4 * (2 * l + 1) * (
            resolvent(l, E_1S + omega, source, source)
            + resolvent(l, E_1S - omega, source, source))
    return coefficients


def amplitude_parts(omega, mu, series):
    """F(q), p.A term normal to the plane, p.A term in the plane."""
    F = form_factor(omega / c * np.sqrt(2 * (1 - mu)))
    first = leg.legval(mu, leg.legder(series))
    second = leg.legval(mu, leg.legder(series, 2))
    return F, first, mu * first - (1 - mu**2) * second


mu_nodes, mu_weights = leg.leggauss(20)


def cross_section(omega, series):
    F, normal, plane = amplitude_parts(omega, mu_nodes, series)
    square = (abs(F + normal)**2 + abs(mu_nodes * F + plane)**2) / 2
    return 2 * np.pi * np.sum(mu_weights * square) / c**4


# Thomson cross section against the tabulated constant
sigma_T = 8 * np.pi / 3 / c**4
tabulated = const.physical_constants["Thomson cross section"][0]
assert abs(sigma_T * bohr**2 / tabulated - 1) < 1e-7
print(f"speed of light c = {c:.4f} a.u.")
print(f"Thomson cross section = {sigma_T:.5e} bohr^2 = {sigma_T*bohr**2:.5e} m^2")

# Oscillator-strength sum: bound states by quadrature, continuum by absorption
y, wy = roots_laguerre(60)
strengths = []
for n in range(2, 21):
    r = y / (1 + 1 / n)
    norm = np.sqrt((2 / n)**3 * np.exp(gammaln(n - 1) - gammaln(n + 2)) / (2 * n))
    polynomial = norm * (2 * r / n) * genlaguerre(n - 2, 3)(2 * r / n)
    radial = np.sum(wy * polynomial * 2 * r**3) / (1 + 1 / n)
    strengths.append(2 * (0.5 - 0.5 / n**2) * radial**2 / 3)
bound = sum(strengths) + strengths[-1] * 20**3 * zeta(3, 21)
u, wu = leg.leggauss(24)
u, wu = (u + 1) / 2, wu / 2
continuum = 0.0
for ui, wi in zip(u, wu):
    omega = 0.5 / ui**2
    density = -2 * dipole_sum(dR1, dR1, omega, omega).imag / (np.pi * omega)
    continuum += wi * density / ui**3
assert abs(bound + continuum - 1) < 2e-4
print(f"oscillator strength 1s-2p = {strengths[0]:.5f}")
print(f"oscillator strength, all bound = {bound:.4f}")
print(f"oscillator strength, continuum = {continuum:.4f}")
print(f"oscillator strength, total = {bound+continuum:.4f}")

# Velocity form with the A^2 term equals length form, elastic and Raman
for omega in (0.2, 1.0, 10.0):
    velocity = 1 + dipole_sum(dR1, dR1, omega, omega)
    length = -omega**2 * polarizability(omega)
    assert abs(velocity - length) < 1e-5 * max(1, abs(length))
omega_in = 0.6
omega_out = omega_in + E_1S - E_2S
raman_v = dipole_sum(dR2, dR1, omega_in, omega_out)
raman_l = omega_in * omega_out * dipole_sum(zR2, zR1, omega_in, omega_out)
assert abs(raman_v - raman_l) < 1e-5 and abs(raman_v) > 1e-3
print(f"Raman 1s-2s: omega = {omega_in:.3f}, omega' = {omega_out:.3f} hartree")
print(f"  M velocity form = {raman_v.real:.5f} {raman_v.imag:+.5f} i")
print(f"  M length form   = {raman_l.real:.5f} {raman_l.imag:+.5f} i")

# Low frequency, complete retarded amplitude
alpha0 = polarizability(0.0).real
assert abs(alpha0 - 4.5) < 1e-6
print(f"static polarizability = {alpha0:.5f} bohr^3")
print("Low frequency: omega (hartree), forward p.A term, forward M,")
print("  sigma (bohr^2), sigma / (omega^4 law)")
low = {}
for omega in (0.01, 0.02, 0.05, 0.1, 0.2):
    series = retarded_series(omega)
    F, normal, _ = amplitude_parts(omega, 1.0, series)
    low[omega] = cross_section(omega, series)
    law = 8 * np.pi / 3 * alpha0**2 * (omega / c)**4
    print(f"  {omega:.2f} {normal.real:.6f} {(F+normal).real:.6e} "
          f"{low[omega]:.4e} {low[omega]/law:.5f}")
    dipole = -omega**2 * polarizability(omega).real
    assert abs((F + normal).real / dipole - 1) < 5 / c**2
    if omega == 0.01:
        assert abs(low[omega] / law - 1) < 5e-3
exponent = np.log(low[0.02] / low[0.01]) / np.log(2)
assert abs(exponent - 4) < 0.01
print(f"power of omega between 0.01 and 0.02 hartree = {exponent:.4f}")
print(f"sigma at 0.05 hartree ({0.05*hartree_ev:.4f} eV) = "
      f"{low[0.05]*bohr**2:.4e} m^2")

# Coefficient of 1/omega^2 in the high-frequency dipole amplitude
coefficient = 1000.0**2 * dipole_sum(dR1, dR1, 1000.0, 1000.0).real
assert abs(coefficient / (4 / 3) - 1) < 0.1
print(f"omega^2 (M-1), dipole limit, 1000 hartree = {coefficient:.4f} hartree^2")

# Form factor from its definition
for q in (0.5, np.sqrt(2), 2.0):
    direct = quad(lambda r: 4 * r * np.exp(-2 * r) * np.sin(q * r) / q, 0, 40)[0]
    assert abs(direct - form_factor(q)) < 1e-8

# High frequency, complete retarded amplitude
print("High frequency: omega (hartree), angle (deg), q (1/bohr), F,")
print("  |p.A| normal to plane, |p.A| in plane")
for omega in (1.0, 10.0, 50.0, c):
    series = retarded_series(omega)
    for degrees in (0, 90, 180):
        mu = np.cos(np.radians(degrees))
        q = omega / c * np.sqrt(2 * (1 - mu))
        F, normal, plane = amplitude_parts(omega, mu, series)
        print(f"  {omega:.3f} {degrees:3d} {q:.4f} {F:.5f} "
              f"{abs(normal):.3e} {abs(plane):.3e}")
        if omega >= 10:
            limit = 5 * (1 / omega**2 + 1 / c**2)
            assert abs(normal) < limit and abs(plane) < limit
    full = cross_section(omega, series)
    thomson = cross_section(omega, np.zeros(15))
    print(f"  sigma/sigma_T: full {full/sigma_T:.5f}, "
          f"form factor only {thomson/sigma_T:.5f}")
    if omega == c:
        assert abs(full / thomson - 1) < 3e-3
        assert thomson / sigma_T < 0.8
print(f"omega = c hartree is {c*hartree_ev/1000:.4f} keV; "
      f"sigma there = {full*bohr**2:.4e} m^2")
print("all tests passed")
```

It prints:

```
speed of light c = 137.0360 a.u.
Thomson cross section = 2.37564e-08 bohr^2 = 6.65246e-29 m^2
oscillator strength 1s-2p = 0.41620
oscillator strength, all bound = 0.5650
oscillator strength, continuum = 0.4350
oscillator strength, total = 1.0000
Raman 1s-2s: omega = 0.600, omega' = 0.225 hartree
  M velocity form = 0.07331 -0.56884 i
  M length form   = 0.07331 -0.56884 i
static polarizability = 4.50000 bohr^3
Low frequency: omega (hartree), forward p.A term, forward M,
  sigma (bohr^2), sigma / (omega^4 law)
  0.01 -1.000450 -4.502633e-04 4.8164e-15 1.00118
  0.02 -1.001804 -1.804254e-03 7.7336e-14 1.00474
  0.05 -1.011419 -1.141881e-02 3.0976e-12 1.03025
  0.10 -1.047843 -4.784271e-02 5.4377e-11 1.13035
  0.20 -1.237665 -2.376653e-01 1.3419e-09 1.74337
power of omega between 0.01 and 0.02 hartree = 4.0051
sigma at 0.05 hartree (1.3606 eV) = 8.6742e-33 m^2
omega^2 (M-1), dipole limit, 1000 hartree = 1.2739 hartree^2
High frequency: omega (hartree), angle (deg), q (1/bohr), F,
  |p.A| normal to plane, |p.A| in plane
  1.000   0 0.0000 1.00000 4.171e-01 4.171e-01
  1.000  90 0.0103 0.99995 4.171e-01 2.158e-05
  1.000 180 0.0146 0.99989 4.171e-01 4.171e-01
  sigma/sigma_T: full 1.58578, form factor only 0.99989
  10.000   0 0.0000 1.00000 8.722e-03 8.722e-03
  10.000  90 0.1032 0.99470 8.697e-03 2.534e-05
  10.000 180 0.1459 0.98943 8.673e-03 8.673e-03
  sigma/sigma_T: full 1.00562, form factor only 0.98945
  50.000   0 0.0000 1.00000 4.557e-04 4.557e-04
  50.000  90 0.5160 0.87908 4.312e-04 2.330e-05
  50.000 180 0.7297 0.77883 4.096e-04 4.096e-04
  sigma/sigma_T: full 0.78567, form factor only 0.78492
  137.036   0 0.0000 1.00000 8.071e-05 8.071e-05
  137.036  90 1.4142 0.44444 5.713e-05 1.585e-05
  137.036 180 2.0000 0.25000 4.528e-05 4.528e-05
  sigma/sigma_T: full 0.31256, form factor only 0.31250
omega = c hartree is 3.7289 keV; sigma there = 2.0793e-29 m^2
all tests passed
```
